# Temperature for One Defect Jump per Second over a 2.5 eV Barrier: verification in Python

```python
"""
Result under test: a defect with jump rate G(T) = nu*exp(-E/(kB*T)) makes
G1 jumps per second on average at T1 = E/(kB*ln(nu/G1)).
For E = 2.5 eV, nu = 1e13 1/s, G1 = 1 1/s this is about 970 K.
Symbols: E barrier, nu total attempt frequency, kB Boltzmann constant,
a jump length, z number of exits, x = h*nu/(kB*T).
The program also sizes effects that the simple rate law leaves out.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

kB, h, eV = const.k, const.h, const.e
barrier = 2.5 * eV
nu = 1.0e13
target = 1.0
jump = 0.3e-9
anneal_time = 3600.0
use_T = 450.0
field = 3.0e8            # V/m, equal to 3 MV/cm
exits = 12
rng = np.random.default_rng(7)


def rate(T, E=barrier, prefactor=nu):
    return prefactor * np.exp(-E / (kB * T))


def formula_T(E=barrier, prefactor=nu, wanted=target):
    return E / (kB * np.log(prefactor / wanted))


def solved_T(E=barrier, prefactor=nu, wanted=target):
    return brentq(lambda T: np.log(rate(T, E, prefactor) / wanted),
                  200.0, 5000.0, xtol=1e-10)


# Main result: numerical root of the rate equation against the formula
T1 = formula_T()
assert abs(solved_T() - T1) < 1e-6
assert round(T1, -1) == 970.0
temps = np.linspace(300.0, 2000.0, 500)
assert np.all(np.diff(rate(temps)) > 0)

# Rate law from the equilibrium flux over the top of a cosine potential
# V = (E/2)(1 - cos(2 pi x/a)); the mass makes the well frequency equal nu
mass = barrier / (2 * jump**2 * nu**2)


def potential(pos):
    return 0.5 * barrier * (1 - np.cos(2 * np.pi * pos / jump))


step = 1e-4 * jump
curvature = (potential(step) - 2 * potential(0.0) + potential(-step)) / step**2
assert abs(np.sqrt(curvature / mass) / (2 * np.pi) / nu - 1) < 1e-5


def flux_rate(T):
    well = jump * quad(lambda s: np.exp(-potential(s * jump) / (kB * T)),
                       -0.5, 0.5, points=[0.0], epsabs=1e-13)[0]
    speed = np.sqrt(kB * T / mass) * quad(
        lambda u: u * np.exp(-u * u / 2) / np.sqrt(2 * np.pi), 0, 12)[0]
    return speed * np.exp(-potential(jump / 2) / (kB * T)) / well


flux_ratio = flux_rate(T1) / rate(T1)
error_full = 1 - flux_ratio
error_half = 1 - flux_rate(T1 / 2) / rate(T1 / 2)
assert 0 < error_full < 0.02
assert abs(error_half / error_full - 0.5) < 0.05
T_anharmonic = solved_T(prefactor=nu * flux_ratio)

# Waiting time from independent attempts, each with success chance p
p = np.exp(-barrier / (kB * T1))


def survival(t):
    return np.exp(nu * t * np.log1p(-p))


mean_wait = quad(survival, 0, 50)[0]
assert abs(mean_wait - 1 / rate(T1)) < 1e-6
assert abs(survival(mean_wait) - np.exp(-1)) < 1e-6

# Sensitivity of the rate and of the temperature
dT = 0.01
slope = (np.log(rate(T1 + dT)) - np.log(rate(T1 - dT))) / (2 * dT)
efold_T = kB * T1**2 / barrier
assert abs(slope * efold_T - 1) < 1e-6
T_low_nu = solved_T(prefactor=nu / 10)
T_high_nu = solved_T(prefactor=nu * 10)
assert abs(T_low_nu - formula_T(prefactor=nu / 10)) < 1e-6
assert abs(T_high_nu - formula_T(prefactor=nu * 10)) < 1e-6
shift_E = solved_T(E=barrier + 0.1 * eV) - T1
assert abs(shift_E / T1 - 0.1 * eV / barrier) < 1e-8

# Independent exits add their rates: first of several random waits
first_wait = rng.exponential(1.0, size=(100000, exits)).min(axis=1)
assert abs(first_wait.mean() * exits - 1) < 0.02
T_exits = solved_T(prefactor=exits * nu)
assert abs(T_exits - formula_T(prefactor=exits * nu)) < 1e-6

# Random walk on a simple cubic lattice during the anneal
number = rate(T1) * anneal_time
counts = rng.poisson(number / 6, size=(20000, 6))
moves = counts[:, :3] - counts[:, 3:]
rms_walk = jump * np.sqrt((moves**2).sum(axis=1).mean())
rms_formula = jump * np.sqrt(number)
assert abs(rms_walk / rms_formula - 1) < 0.02

# Quantum corrections: discrete well levels and a parabolic saddle
x = h * nu / (kB * T1)
level_sum = np.exp(-(np.arange(400) + 0.5) * x).sum()
well_factor = (1 / x) / level_sum
assert abs(well_factor - np.sinh(x / 2) / (x / 2)) < 1e-10


def transmitted(u):
    return np.exp(-u) / (1 + np.exp(-2 * np.pi * u / x))


tunnel_factor = quad(transmitted, -10, 0)[0] + quad(transmitted, 0, 40)[0]
assert abs(tunnel_factor - (x / 2) / np.sin(x / 2)) < 1e-6
quantum_factor = well_factor * tunnel_factor
T_quantum = solved_T(prefactor=nu * quantum_factor)
assert abs(T_quantum - T1) < 2 and abs(T_anharmonic - T1) < 2
assert min(shift_E, T1 - T_exits, T1 - T_high_nu, T_low_nu - T1) > 20

# Field lowering of the barrier for a singly charged defect


def tilted(s):
    return (potential(s * jump) - eV * field * s * jump) / eV


bottom = minimize_scalar(tilted, bounds=(-0.2, 0.2), method="bounded").fun
top = -minimize_scalar(lambda s: -tilted(s), bounds=(0.3, 0.7),
                       method="bounded").fun
lowering_numeric = barrier / eV - (top - bottom)
lowering = field * jump / 2
# The linear formula omits a term quadratic in the field, near 2e-4 eV
assert abs(lowering_numeric - lowering) < 5e-4
field_factor = np.exp(lowering * eV / (kB * use_T))
use_rate = rate(use_T)

print(f"Boltzmann constant: {kB:.6e} J/K = {kB / eV:.6e} eV/K")
print(f"Barrier E: {barrier / eV:.2f} eV = {barrier:.5e} J")
print(f"Attempt frequency nu: {nu:.1e} 1/s")
print(f"Wanted jump rate: {target:.1f} 1/s")
print(f"ln(nu/rate): {np.log(nu / target):.4f}")
print(f"Thermal energy kB*T1: {kB * T1 / eV:.5f} eV")
print(f"Temperature T1, formula: {T1:.2f} K = {T1 - 273.15:.1f} deg C")
print(f"Temperature T1, numerical root: {solved_T():.2f} K")
print(f"Jump rate at exactly 970 K: {rate(970.0):.4f} 1/s")
print(f"Success chance per attempt at T1: {p:.3e}")
print(f"Mean wait at T1: {mean_wait:.4f} s")
print(f"Chance of no jump in one mean wait: {survival(mean_wait):.4f}")
print(f"Temperature step kB*T1^2/E: {efold_T:.2f} K")
print(f"Rate factor for 10 K above T1: {rate(T1 + 10) / rate(T1):.3f}")
print(f"Jump length: {jump * 1e9:.2f} nm")
print(f"Anneal time: {anneal_time:.0f} s")
print(f"Mean number of jumps in anneal: {number:.0f}")
print(f"Rms displacement, formula: {rms_formula * 1e9:.2f} nm")
print(f"Rms displacement, random walk: {rms_walk * 1e9:.2f} nm")
print(f"Temperature of use: {use_T:.0f} K")
print(f"Jump rate at temperature of use: {use_rate:.2e} 1/s")
print(f"Mean wait at temperature of use: {1 / use_rate / const.year:.2e} years")
print(f"T1 if nu is ten times smaller: {T_low_nu:.1f} K")
print(f"T1 if nu is ten times larger: {T_high_nu:.1f} K")
print(f"Shift of T1 for +0.1 eV in E: {shift_E:.1f} K")
print(f"Number of exits in comparison: {exits}")
print(f"T1 if each exit has the full nu: {T_exits:.1f} K")
print(f"Mass in cosine model: {mass / const.atomic_mass:.2f} u")
print(f"Flux rate / simple rate at T1: {flux_ratio:.5f}")
print(f"Flux deviation at T1: {100 * error_full:.3f} percent")
print(f"Flux deviation at T1/2: {100 * error_half:.3f} percent")
print(f"Shift of T1 by anharmonic well: {T_anharmonic - T1:.2f} K")
print(f"x = h*nu/(kB*T1): {x:.4f}")
print(f"Quantum factor of well: {well_factor:.5f}")
print(f"Quantum factor of saddle (tunnelling): {tunnel_factor:.5f}")
print(f"Combined quantum factor: {quantum_factor:.5f}")
print(f"Shift of T1 by quantum factors: {T_quantum - T1:.2f} K")
print(f"Field ceiling: {field / 1e8:.1f} MV/cm")
print(f"Barrier lowering by field, q*F*a/2: {lowering:.4f} eV")
print(f"Barrier lowering, tilted potential: {lowering_numeric:.4f} eV")
print(f"Rate factor by field at temperature of use: {field_factor:.2f}")
print(f"Jump rate in field at use: {use_rate * field_factor:.2e} 1/s")
print("verified")
```

Output:

```
Boltzmann constant: 1.380649e-23 J/K = 8.617333e-05 eV/K
Barrier E: 2.50 eV = 4.00544e-19 J
Attempt frequency nu: 1.0e+13 1/s
Wanted jump rate: 1.0 1/s
ln(nu/rate): 29.9336
Thermal energy kB*T1: 0.08352 eV
Temperature T1, formula: 969.19 K = 696.0 deg C
Temperature T1, numerical root: 969.19 K
Jump rate at exactly 970 K: 1.0254 1/s
Success chance per attempt at T1: 1.000e-13
Mean wait at T1: 1.0000 s
Chance of no jump in one mean wait: 0.3679
Temperature step kB*T1^2/E: 32.38 K
Rate factor for 10 K above T1: 1.358
Jump length: 0.30 nm
Anneal time: 3600 s
Mean number of jumps in anneal: 3600
Rms displacement, formula: 18.00 nm
Rms displacement, random walk: 17.92 nm
Temperature of use: 450 K
Jump rate at temperature of use: 1.00e-15 1/s
Mean wait at temperature of use: 3.16e+07 years
T1 if nu is ten times smaller: 1050.0 K
T1 if nu is ten times larger: 900.0 K
Shift of T1 for +0.1 eV in E: 38.8 K
Number of exits in comparison: 12
T1 if each exit has the full nu: 894.9 K
Mass in cosine model: 13.40 u
Flux rate / simple rate at T1: 0.99138
Flux deviation at T1: 0.862 percent
Flux deviation at T1/2: 0.424 percent
Shift of T1 by anharmonic well: 0.28 K
x = h*nu/(kB*T1): 0.4952
Quantum factor of well: 1.01025
Quantum factor of saddle (tunnelling): 1.01029
Combined quantum factor: 1.02064
Shift of T1 by quantum factors: -0.66 K
Field ceiling: 3.0 MV/cm
Barrier lowering by field, q*F*a/2: 0.0450 eV
Barrier lowering, tilted potential: 0.0448 eV
Rate factor by field at temperature of use: 3.19
Jump rate in field at use: 3.20e-15 1/s
verified
```
